\section*{Van der Pauw's theorem and Newton iteration for the sheet resistance, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the current flow to a relation between two resistances}

A flat conducting sheet has uniform thickness $d$ and uniform, isotropic resistivity $\rho$. It has no holes, and its edge is a single closed curve that does not cross itself. No magnetic field is applied, and the current is steady and obeys Ohm's law. Four contacts 1, 2, 3, 4 sit on the edge in counterclockwise order. Each is small enough to be treated as a point and extends through the thickness, so that the flow is two-dimensional. Two resistances are measured with a current $I>0$:
\begin{align}
R_A&=\frac{V_4-V_3}{I}, && I\text{ enters at 1 and leaves at 2},\label{eq:RA}\\
R_B&=\frac{V_1-V_4}{I}, && I\text{ enters at 2 and leaves at 3}.\label{eq:RB}
\end{align}
The voltage contacts draw no current. The problem is to obtain the resistivity from $R_A$, $R_B$ and $d$ without knowing the outline of the sheet or the positions of the contacts.

\subsection*{(a) The flow problem}

Write the equations for the potential $V$ in the sheet. Introduce a stream function $\psi$, state the conditions on it at the edge, and show that these conditions fix the flow.

\emph{Solution.} The current density $-(1/\rho)\nabla V$ is the same at every depth. Multiplying by $d$ gives the current per unit width,
\begin{equation}
\mathbf K=-\frac{1}{R_s}\nabla V,\qquad R_s=\frac{\rho}{d}.
\label{eq:ohm}
\end{equation}
The sheet resistance $R_s$ is in ohms. It is the resistance of a square of any size with current flowing uniformly from one side to the opposite side, because length and width then cancel.

Charge conservation in the steady state requires $\nabla\cdot\mathbf K=0$. Since $R_s$ is uniform, $\nabla^2V=0$. The vanishing divergence also allows us to write
\begin{equation}
K_x=\frac{\partial\psi}{\partial y},\qquad
K_y=-\frac{\partial\psi}{\partial x}.
\label{eq:stream}
\end{equation}
The function $\psi$ is single-valued because the sheet has no holes. Along a step $(dx,dy)$ of length $ds$, the unit normal pointing to the right of the direction of travel is $\mathbf n=(dy,-dx)/ds$. Therefore
\begin{equation}
\mathbf K\cdot\mathbf n\,ds=K_x\,dy-K_y\,dx
=\frac{\partial\psi}{\partial y}dy+\frac{\partial\psi}{\partial x}dx=d\psi .
\label{eq:flux}
\end{equation}
The change of $\psi$ along a path is the current that crosses the path from left to right.

Go round the edge counterclockwise. The sheet is on the left and the outside on the right. No current crosses the free edge, so $\psi$ is constant between contacts. Where $I$ enters, the outward current is $-I$ and $\psi$ jumps by $-I$. Where $I$ leaves, $\psi$ jumps by $+I$. At a voltage contact there is no jump. We also require $\psi$ to be bounded, since a point contact is the limit of a small contact through which a finite current passes. This is a separate condition. It excludes singular flows such as $V-iR_s\psi\propto1/(z-P)$, with $z=x+iy$ and a real coefficient, at a point $P$ of an edge lying along the $x$ axis; such a flow leaves $\psi$ constant on the edge and produces no jump.

Comparing (\ref{eq:ohm}) with (\ref{eq:stream}) gives
\begin{equation}
\frac{\partial V}{\partial x}=-R_s\frac{\partial\psi}{\partial y},\qquad
\frac{\partial V}{\partial y}=R_s\frac{\partial\psi}{\partial x}.
\label{eq:CR}
\end{equation}
These are the Cauchy--Riemann equations for the real part $V$ and the imaginary part $-R_s\psi$ of
\begin{equation}
F(z)=V-iR_s\psi,\qquad z=x+iy .
\label{eq:F}
\end{equation}
Thus $F$ is analytic, and $\psi$ is harmonic like $V$.

For uniqueness, suppose two bounded stream functions have the same jumps. Add a constant to one of them so that they agree on the edge. Their difference $\chi$ is harmonic, bounded by some $M$, and zero on the edge except perhaps at the current contacts $P_k$. Let $D$ exceed the diameter of the sheet and define
\begin{equation}
h(\mathbf r)=\sum_k\ln\frac{D}{|\mathbf r-P_k|}.
\end{equation}
This function is harmonic and positive in the sheet and grows without limit at each $P_k$. Choose $\varepsilon>0$ and cut out neighbourhoods of the $P_k$ so small that $\varepsilon h\geq M$ on their arcs. On the whole boundary of what remains, $|\chi|\leq\varepsilon h$. A harmonic function takes its largest value on the boundary, and applying this to $\chi-\varepsilon h$ and $-\chi-\varepsilon h$ gives $|\chi|\leq\varepsilon h$ inside as well. At a fixed interior point, let $\varepsilon\to0$. Then $\chi=0$. The jumps fix $\psi$ up to a constant, and (\ref{eq:CR}) then fixes $V$ up to a constant, which drops out of (\ref{eq:RA}) and (\ref{eq:RB}).

\subsection*{(b) Two contacts on a half-plane}

Let the sheet fill the upper half-plane $y>0$. Find the potential when $I$ enters at $x=a$ and leaves at $x=b$, with $a<b$.

\emph{Solution.} Begin with the entering current alone. By symmetry we try a radial flow. At distance $r$ from $a$ the current crosses a semicircle of length $\pi r$, so
\begin{equation}
K_r=\frac{I}{\pi r}=-\frac{1}{R_s}\frac{dV}{dr}
\quad\Longrightarrow\quad
V=-\frac{IR_s}{\pi}\ln r+\text{constant}.
\label{eq:one}
\end{equation}
The length is $\pi r$ rather than $2\pi r$ because there is sheet on one side of the edge only. The flow runs along the edge and does not cross it. The leaving current contributes the same expression with $I$ replaced by $-I$ and $a$ by $b$. Adding the two,
\begin{equation}
V(z)=\frac{IR_s}{\pi}\ln\frac{|z-b|}{|z-a|}+\text{constant}.
\label{eq:pair}
\end{equation}

We check this against the conditions of part (a). The corresponding analytic function is
\begin{equation}
F=-\frac{IR_s}{\pi}\left[\ln(z-a)-\ln(z-b)\right].
\end{equation}
Let $\theta_a$ and $\theta_b$ be the arguments of $z-a$ and $z-b$, each between $0$ and $\pi$. The imaginary part of $F$ is $-(IR_s/\pi)(\theta_a-\theta_b)$. By (\ref{eq:F}) it equals $-R_s\psi$, so
\begin{equation}
\psi=\frac{I}{\pi}(\theta_a-\theta_b).
\label{eq:psiH}
\end{equation}
On the edge, $\psi=0$ for $x<a$, where both angles are $\pi$. Between the contacts $\theta_a=0$ and $\theta_b=\pi$, so $\psi=-I$. For $x>b$ both angles vanish and $\psi=0$. With the half-plane on the left, the edge is followed towards increasing $x$. The jumps are therefore $-I$ at $a$ and $+I$ at $b$, as required. The function is bounded, and it tends to zero at infinity, where the two angles become equal. No net current escapes there.

\subsection*{(c) The two resistances on the half-plane}

Place the contacts at $x_1<x_2<x_3<x_4$ and write $x_{ij}=x_i-x_j$. Find $R_A$ and $R_B$.

\emph{Solution.} For $R_A$ set $a=x_1$ and $b=x_2$ in (\ref{eq:pair}). The constant cancels in the difference:
\begin{align}
V_4-V_3&=\frac{IR_s}{\pi}\left[\ln\frac{x_{42}}{x_{41}}-\ln\frac{x_{32}}{x_{31}}\right]
=\frac{IR_s}{\pi}\ln\frac{x_{42}x_{31}}{x_{41}x_{32}} .
\end{align}
For $R_B$ set $a=x_2$ and $b=x_3$. The distances from contact 1 to contacts 2 and 3 are $x_{21}$ and $x_{31}$, and hence
\begin{align}
V_1-V_4&=\frac{IR_s}{\pi}\left[\ln\frac{x_{31}}{x_{21}}-\ln\frac{x_{43}}{x_{42}}\right]
=\frac{IR_s}{\pi}\ln\frac{x_{42}x_{31}}{x_{21}x_{43}} .
\end{align}
Divide by $I$, multiply by $-\pi/R_s$ and exponentiate. The minus sign inverts the fractions:
\begin{equation}
e^{-\pi R_A/R_s}=\frac{x_{41}x_{32}}{x_{42}x_{31}},\qquad
e^{-\pi R_B/R_s}=\frac{x_{21}x_{43}}{x_{42}x_{31}} .
\label{eq:ratios}
\end{equation}
Each fraction has two lengths above and two below. It does not change when all the distances are scaled together, as it must not, since $R_s$ contains no length.

\subsection*{(d) Elimination of the positions}

Find a relation between $R_A$, $R_B$ and $R_s$ in which the contact positions do not appear.

\emph{Solution.} Call the three gaps $p=x_{21}$, $q=x_{32}$ and $r=x_{43}$. Then $x_{31}=p+q$, $x_{42}=q+r$ and $x_{41}=p+q+r$. The common denominator in (\ref{eq:ratios}) is
\begin{equation}
x_{42}x_{31}=(q+r)(p+q)=pq+q^2+pr+qr .
\end{equation}
The numerators are
\begin{equation}
x_{41}x_{32}=(p+q+r)q=pq+q^2+qr,\qquad x_{21}x_{43}=pr .
\end{equation}
Their sum is the denominator:
\begin{equation}
x_{41}x_{32}+x_{21}x_{43}=x_{42}x_{31}.
\label{eq:identity}
\end{equation}
Adding the two fractions in (\ref{eq:ratios}) therefore gives
\begin{equation}
e^{-\pi R_A/R_s}+e^{-\pi R_B/R_s}=1 .
\label{eq:vdp}
\end{equation}

The four positions enter the two resistances through one number, the second fraction in (\ref{eq:ratios}), because the first is one minus the second. Two measurements suffice to eliminate that number and leave an equation for $R_s$. Both fractions are positive and add to one, so each lies between zero and one, and both resistances are positive. Equal gaps give the fractions $3/4$ and $1/4$, hence $R_A=(R_s/\pi)\ln(4/3)$ and $R_B=(R_s/\pi)\ln4$. If contacts 2 and 3 approach each other, $q\to0$, the first fraction vanishes and $R_A$ grows logarithmically, since the voltage contact 3 then sits close to the point where the current leaves. At the same time $R_B\to0$, because the current takes a short path from 2 to 3.

\subsection*{(e) An arbitrary outline}

Show that (\ref{eq:vdp}) holds for a sheet of any shape admitted at the start, including one with corners.

\emph{Solution.} Two theorems of complex analysis are used. The Riemann mapping theorem states that the interior of the sheet can be mapped one-to-one onto the unit disk by an analytic function $\zeta(z)$. Carath\'eodory's theorem states that, for an edge that is a closed curve without self-crossings, this map extends continuously and one-to-one to the edge. Rotate the disk so that a chosen edge point between contacts 4 and 1 goes to $\zeta=1$, and then apply
\begin{equation}
w=i\,\frac{1+\zeta}{1-\zeta}.
\label{eq:mobius}
\end{equation}
Multiplying numerator and denominator by $1-\zeta^*$ gives $\operatorname{Im}w=(1-|\zeta|^2)/|1-\zeta|^2$, which is positive inside the disk. On its edge, $\zeta=e^{i\theta}$ with $0<\theta<2\pi$, and
\begin{equation}
w=i\,\frac{2\cos(\theta/2)\,e^{i\theta/2}}{-2i\sin(\theta/2)\,e^{i\theta/2}}
=-\cot\frac{\theta}{2},
\label{eq:cot}
\end{equation}
which increases from $-\infty$ to $\infty$. The combined map $w=f(z)$ takes the sheet to the upper half-plane. Analytic one-to-one maps preserve the sense of circulation, so the contacts arrive in the order $x_1<x_2<x_3<x_4$.

Let $F_H(w)$ be the half-plane function of part (b) for the current contacts in use. On the sheet consider $F_H(f(z))$. It is analytic, being an analytic function of an analytic function. Its stream function is bounded and constant on each piece of the edge between current contacts, and it has the jumps $-I$ and $+I$ at the right places. At the edge point sent to infinity it is continuous, because (\ref{eq:psiH}) tends to zero there. These are the conditions of part (a), which fix the flow. Hence $F_H(f(z))$ describes the actual flow in the sheet, and $V$ at each voltage contact equals the half-plane potential at its image, up to a common constant. Both $R_A$ and $R_B$ keep their half-plane values, with the same $R_s$, and (\ref{eq:vdp}) follows. This is van der Pauw's theorem.

In physical terms, the map stretches lengths locally by a factor $|f'|$. The potential gradient, and with it the current density, changes by the inverse factor, so the current through a line is unchanged. At a corner $f'$ may vanish or diverge, but the argument uses only the continuity of $f$ there. If the contacts are numbered clockwise, a mirror image of the sheet restores the assumed order without changing any potential.

A unit disk offers a check, because its potential also follows from separation of variables. On the edge, $\partial V/\partial r$ is $R_s$ times the current entering per unit angle, which is a delta function of weight $I$ at $\theta_a$ and one of weight $-I$ at $\theta_b$. Expanding both in cosines gives
\begin{equation}
V=\frac{IR_s}{\pi}\sum_{n=1}^{\infty}\frac{r^n}{n}
\left[\cos n(\theta-\theta_a)-\cos n(\theta-\theta_b)\right].
\end{equation}
For contacts at $0.4$, $1.5$, $3.0$ and $5.2$ rad the summed series gives $R_A/R_s=0.2225$ and $R_B/R_s=0.2188$. Equation (\ref{eq:cot}) sends the contacts to $-4.933$, $-1.073$, $-0.071$ and $1.662$, and (\ref{eq:ratios}) then gives the same two values.

\section{The sheet resistance from two readings}

The sheet resistance is $R_s=\rho/d$. The readings $R_A=(V_4-V_3)/I$, with current from contact 1 to contact 2, and $R_B=(V_1-V_4)/I$, with current from 2 to 3, are positive. For a uniform sheet without holes and with point contacts in cyclic order on its edge, the first half established
\begin{equation}
E_A+E_B=1,\qquad E_A=e^{-\pi R_A/R_s},\quad E_B=e^{-\pi R_B/R_s}.
\label{eq:vdp2}
\end{equation}
On the half-plane, with contacts at $x_1<x_2<x_3<x_4$ and $x_{ij}=x_i-x_j$, a current $I$ entering at an edge point $a$ contributes $-(IR_s/\pi)\ln|z-a|$ to the potential.

\subsection*{(f) Existence and uniqueness of the root}

Show that any two positive readings determine one value of $R_s$. Find it in closed form for equal readings.

\emph{Solution.} Let $u=1/R_s$ and define
\begin{equation}
g(u)=e^{-\pi R_Au}+e^{-\pi R_Bu}-1 .
\label{eq:g}
\end{equation}
Its derivatives are
\begin{align}
g'(u)&=-\pi\left(R_Ae^{-\pi R_Au}+R_Be^{-\pi R_Bu}\right)<0,\label{eq:g1}\\
g''(u)&=\pi^2\left(R_A^2e^{-\pi R_Au}+R_B^2e^{-\pi R_Bu}\right)>0.\label{eq:g2}
\end{align}
The function falls steadily from $g(0)=1$ to $-1$ as $u\to\infty$. It crosses zero once, at a positive value $u_*$, and $R_s=1/u_*$.

For $R_A=R_B=R$ the equation becomes $2e^{-\pi Ru}=1$, so
\begin{equation}
R_s=\frac{\pi R}{\ln2}.
\label{eq:equal}
\end{equation}
This applies to a square sheet with contacts at its corners, where a quarter turn carries one measurement into the other.

If one reading were zero, its exponential would equal one and $g$ would stay positive, so there would be no root. A zero or negative reading contradicts the positivity found in part (d). Either the contacts, their order or the sheet do not meet the assumptions, or the true reading is smaller than the error of the measurement, as can happen in a long, narrow sheet. Positive readings do not prove that the assumptions hold: they give a root whether or not the sheet is uniform.

Any two positive readings determine exactly one value of $R_s$, given in closed form when the readings are equal. It remains to compute the root for unequal readings, to see how errors in the readings affect it, and to examine what happens when the assumptions about the sheet or contacts fail.
